# Threshold voltage of a polar nitride transistor with an undoped barrier

## Question

A transistor has a Schottky gate on an undoped barrier layer grown on a thick channel layer. The barrier is $d=20$ nm thick and has relative permittivity $\varepsilon_r=9$. The difference in polarization between the two layers leaves a net bound charge $+e\sigma$ per area at their interface, with $\sigma=10^{13}$ cm$^{-2}$. The Schottky barrier is $e\phi_B=1.0$ eV. At the interface the conduction band of the barrier lies $\Delta E_c=0.3$ eV above that of the channel.

The source and drain are grounded and the channel Fermi level is the zero of energy. The depth $z$ runs from the metal ($z=0$) to the interface ($z=d$) and on into the channel layer. Write $e>0$ for the elementary charge and $\varepsilon=\varepsilon_0\varepsilon_r$. Treat the layers as uniform in the plane, and until part (e) take the channel layer to be free of fixed charge.

The **threshold** is the gate voltage at which the channel conduction-band edge at the interface meets the channel Fermi level, with the charge of mobile electrons neglected.

### (a) Find the size and direction of the electric field in the barrier at threshold.

**Answer.** Let $D=\varepsilon E_z$ be the displacement without the built-in polarization, whose effect is carried by the bound charge $e\sigma$. Gauss's law across the interface reads

$$D_{\rm channel}-D_{\rm barrier}=e\sigma .$$

Below the interface there is neither fixed nor mobile charge, and deep in the layer the field vanishes. It therefore vanishes throughout the channel layer: $D_{\rm channel}=0$. Hence

$$D_{\rm barrier}=-e\sigma,\qquad E_z=-\frac{e\sigma}{\varepsilon}.$$

The field points from the positive interface charge towards the gate. It is uniform, because the barrier is undoped. Its magnitude is

$$F=\frac{e\sigma}{\varepsilon}=\frac{1.602\times10^{-2}\ \text{C/m}^2}{9\times8.854\times10^{-12}\ \text{F/m}}=2.01\times10^{8}\ \text{V/m}=2.01\ \text{MV/cm}.$$

The field lines end on negative charge at the metal. At threshold the gate side, and not a layer of channel electrons, balances the bound charge.

### (b) Derive the threshold voltage and evaluate it.

**Answer.** Follow the conduction-band edge of the barrier, $E_c(z)$, from one face to the other.

At the metal: a gate voltage $V_G$ places the metal Fermi level at $-eV_G$, since electrons have charge $-e$. The band edge lies one Schottky barrier higher:

$$E_c(0)=e\phi_B-eV_G .$$

At the interface: the channel band edge is at zero by the definition of threshold, and the barrier band edge lies one offset higher:

$$E_c(d)=\Delta E_c .$$

In between: an electron's potential energy is $-e$ times the electrostatic potential, and $E_z$ is minus the gradient of that potential. Therefore

$$\frac{dE_c}{dz}=eE_z=-eF .$$

The band edge falls by $eFd$ on the way from gate to channel:

$$E_c(0)-E_c(d)=e\phi_B-eV_{\rm th}-\Delta E_c=eFd .$$

Solving for the gate voltage and inserting $F$ gives

$$\boxed{V_{\rm th}=\phi_B-\frac{\Delta E_c}{e}-\frac{e\sigma d}{\varepsilon}}$$

The voltage across the barrier is $Fd=(2.011\times10^{8}\ \text{V/m})(20\times10^{-9}\ \text{m})=4.02$ V, so

$$V_{\rm th}=1.0-0.3-4.02=-3.32\ \text{V}\approx-3.3\ \text{V}.$$

The device conducts at zero gate voltage and needs a negative voltage to turn off. A numerical solution of Poisson's equation for the empty structure, with the gate voltage varied until the channel band edge reaches the Fermi level, also gives $-3.321$ V.

The signs can be read off physically. A higher Schottky barrier lifts the whole band profile and makes $V_{\rm th}$ less negative. A larger offset lowers the channel relative to the barrier and makes it more negative. So does a larger positive $\sigma$, which attracts electrons.

### (c) How does the threshold depend on thickness, and where does it vanish? The upper face of the barrier is also polarized. Why is its bound charge absent from the formula?

**Answer.** At fixed $\sigma$, $\phi_B$ and $\Delta E_c$ the threshold is linear in $d$:

$$\frac{\partial V_{\rm th}}{\partial d}=-\frac{e\sigma}{\varepsilon}=-0.201\ \text{V/nm}.$$

Setting $V_{\rm th}=0$ gives

$$d_0=\frac{\varepsilon\,(\phi_B-\Delta E_c/e)}{e\sigma}=\frac{0.7\ \text{V}}{0.201\ \text{V/nm}}=3.48\ \text{nm}.$$

A thinner barrier makes the threshold positive. As $d\to0$ the formula tends to $\phi_B-\Delta E_c/e=0.7$ V, the height of the metal barrier against the channel band. This limit is formal: a layer a few atoms thick need not have the bulk permittivity, offset or polarization. In the opposite limit the last term dominates and $V_{\rm th}\approx-e\sigma d/\varepsilon$. That limit fails once the layer is thick enough to relax its strain, because $\sigma$ then changes.

For the upper face, suppose a bound charge $e\sigma_s$ lies a distance $s$ below the metal. Gauss's law leaves the field between this charge and the interface unchanged, but between the metal and the charge the displacement becomes $-e(\sigma+\sigma_s)$. The fall of the band edge from gate to channel is now

$$\frac{e^2}{\varepsilon}\left[(\sigma+\sigma_s)s+\sigma(d-s)\right]=\frac{e^2}{\varepsilon}\left[\sigma d+\sigma_s s\right],$$

so the threshold shifts by

$$\delta V_{\rm th}=-\frac{e\sigma_s s}{\varepsilon}.$$

This vanishes as $s\to0$. Charge in the plane of the metal is screened there at no distance and produces no voltage, provided $\phi_B$ is the barrier height of the finished contact. The distance does matter: for $\sigma_s=-3\times10^{13}$ cm$^{-2}$, a rough value for such a face, the shift is $+0.12$ V at $s=0.2$ nm and $+0.24$ V at $0.4$ nm.

### (d) Above threshold the channel holds $n$ electrons per area. Relate $n$ to $V_G$. A self-consistent calculation at $V_G=0$, with the electrons confined to the channel layer by a hard wall, finds the channel Fermi level $\Delta=0.375$ eV above the channel band edge at the interface. Find $n$ with and without this correction.

**Answer.** Assume that all the electrons lie below the interface, with no penetration into the barrier. Deep in the channel layer the field is still zero. Gauss's law, applied from the barrier to a depth beyond the electrons, encloses the net charge $e(\sigma-n)$, so the barrier field has magnitude $e(\sigma-n)/\varepsilon$.

The channel band edge at the interface now lies at $-\Delta$, and that of the barrier at $\Delta E_c-\Delta$. The argument of part (b) becomes

$$e\phi_B-eV_G-(\Delta E_c-\Delta)=\frac{e^2(\sigma-n)d}{\varepsilon}.$$

Solve for $V_G$ and collect the terms that make up $V_{\rm th}$:

$$V_G=V_{\rm th}+\frac{end}{\varepsilon}+\frac{\Delta}{e}.$$

The second term is the voltage needed to charge a parallel-plate capacitor. The third pays for the energy of the electrons in their own narrow well: confinement raises the lowest level above the band edge, and the exclusion principle fills states above that level.

Without $\Delta$, the density at $V_G=0$ is

$$n=\frac{\varepsilon(0-V_{\rm th})}{ed}=\frac{3.321}{4.021}\times10^{13}\ \text{cm}^{-2}=8.26\times10^{12}\ \text{cm}^{-2}.$$

With $\Delta/e=0.375$ V it is

$$n=\frac{3.321-0.375}{4.021}\times10^{13}\ \text{cm}^{-2}=7.33\times10^{12}\ \text{cm}^{-2}.$$

The linear law is 13% too high relative to this hard-wall value.

The quoted $\Delta$ comes from solving the Schrödinger and Poisson equations together at 300 K. The electron mass is $0.2\,m_e$, the channel permittivity is 10, the channel layer is 60 nm deep, and a hard wall at the interface excludes penetration. Electrons interact through their average charge alone.

The hard wall is a simplification that overstates the correction. The value $\Delta=0.375$ eV exceeds the offset of 0.3 eV, so in the structure itself some electrons would enter the barrier. Replacing the wall by a 0.3 eV step, with the same mass in both layers, gives $\Delta\approx0.27$ eV and $n\approx7.6\times10^{12}$ cm$^{-2}$, with about a tenth of the electrons in the barrier. The linear law is then 8 to 9% too high. The extrapolated threshold discussed below moves by only about 0.01 V. The remaining self-consistent values in this text use the hard wall.

The same calculation shows how sharp the threshold is. At $V_G=V_{\rm th}$ the density is not zero but $1.7\times10^{11}$ cm$^{-2}$, because thermal electrons occupy states above the Fermi level. The relation above then requires $\Delta=-e^2nd/\varepsilon=-0.07$ eV: the electrons' own charge has lifted the band edge slightly above the Fermi level. At 0.3 V below threshold the density has dropped to $1.1\times10^{8}$ cm$^{-2}$. There the bands in the channel layer are almost flat and the few electrons spread through its whole depth, so this last value is nearly proportional to the assumed depth of 60 nm. The density at threshold depends on the depth only weakly, from $1.63\times10^{11}$ cm$^{-2}$ for 30 nm to $1.75\times10^{11}$ cm$^{-2}$ for 150 nm.

An experimenter may instead extend the nearly straight part of the charge curve to $n=0$. A line through the calculated densities at $V_G=-1.5$ V and $-0.5$ V meets zero at $-3.26$ V, which is 0.06 V above the formula. Because the curve is slightly bent, the result depends on the points chosen: $-2.5$ V and $-1.5$ V give $-3.31$ V, while $-1.0$ V and $0$ V give $-3.24$ V. For the first pair, $-1.5$ V and $-0.5$ V, the shift is small although $\Delta$ is 0.23 eV and 0.33 eV there. If $\Delta\approx a+bn$ between the two points, then

$$V_G=V_{\rm th}+\frac ae+\left(\frac{ed}{\varepsilon}+\frac be\right)n .$$

The part of $\Delta$ proportional to $n$ changes the slope, and $a$ alone moves the intercept.

### (e) The channel layer contains negatively charged acceptors of density $N_A=10^{16}$ cm$^{-3}$. At threshold its band edge rises by $e\psi=2.5$ eV from the interface to the neutral interior. Its permittivity is $\varepsilon_b=10\,\varepsilon_0$. How far does the threshold move?

**Answer.** Let the acceptors be charged to a depth $W$ below the interface, with no field beyond. At a depth $x$ below the interface, the negative charge still further down is $eN_A(W-x)$ per area. The field pointing towards it is $eN_A(W-x)/\varepsilon_b$. Integrating from $0$ to $W$ gives

$$\psi=\int_0^W\frac{eN_A(W-x)}{\varepsilon_b}\,dx=\frac{eN_AW^2}{2\varepsilon_b}.$$

The sheet density of this charge is therefore

$$n_{\rm dep}=N_AW=\sqrt{\frac{2\varepsilon_bN_A\psi}{e}}=5.3\times10^{11}\ \text{cm}^{-2}.$$

It reaches to $W=n_{\rm dep}/N_A\approx530$ nm. Just below the interface the displacement is now $+en_{\rm dep}$ instead of zero, so in the barrier it is

$$D_{\rm barrier}=en_{\rm dep}-e\sigma=-e(\sigma-n_{\rm dep}).$$

The charge of the acceptors, called the buffer charge below and in the program, cancels part of the bound charge. Replacing $\sigma$ by $\sigma-n_{\rm dep}$ in the threshold formula shifts it by

$$\delta V_{\rm th}=+\frac{en_{\rm dep}d}{\varepsilon}=0.0526\times4.021\ \text{V}=+0.21\ \text{V}.$$

In the self-consistent calculation the extrapolated threshold moves by $+0.23$ V, from $-3.26$ V to $-3.03$ V. There the acceptors are represented by a uniform field across the 60 nm nearest the interface, which is reasonable because $W$ is much larger. The relation of part (d), with $n$ replaced by $n+n_{\rm dep}$ in the capacitor term, assigns the extra 0.02 V to a change in $\Delta$: the electrons now sit in a well with an added field.

### (f) Estimate the gate leakage per area at threshold, taking $m=0.2\,m_e$ for the tunnelling electrons.

**Answer.** An electron at the metal Fermi level meets a triangular barrier of height $e\phi_B$ that falls with slope $eF$. It emerges after

$$L=\frac{\phi_B}{F}=\frac{1.0\ \text{V}}{0.201\ \text{V/nm}}=4.97\ \text{nm},$$

well inside the 20 nm layer. In the WKB approximation the transmission is

$$T=\exp\left[-\frac{2}{\hbar}\int_0^L\sqrt{2m(e\phi_B-eFx)}\,dx\right].$$

Substitute $u=e\phi_B-eFx$, so that $dx=-du/(eF)$ and $u$ runs from $e\phi_B$ to $0$. Since $\int_0^{e\phi_B}\sqrt u\,du=\tfrac23(e\phi_B)^{3/2}$,

$$T=\exp\left[-\frac{4\sqrt{2m}\,(e\phi_B)^{3/2}}{3\hbar eF}\right]=2.5\times10^{-7}.$$

To obtain a current, let $E$ be the energy of motion normal to the layers, measured from the metal Fermi level. For one state of motion in the plane, two spins carry a current $(2e/h)\,T(E)\,dE$ when filled. The in-plane states have density $m/(2\pi\hbar^2)$ per area, energy and spin. Summing their Fermi occupation over the in-plane energy $\eta$ gives

$$\frac{m}{2\pi\hbar^2}\int_0^\infty\frac{d\eta}{1+e^{(E+\eta)/kT_0}}=\frac{m\,kT_0}{2\pi\hbar^2}\ln\left(1+e^{-E/kT_0}\right),$$

where $T_0$ is the temperature. With $h=2\pi\hbar$ the current density is

$$J=\frac{em}{2\pi^2\hbar^3}\int T(E)\,kT_0\ln\left(1+e^{-E/kT_0}\right)dE .$$

Return flow is neglected, because the metal Fermi level lies 3.3 eV above that of the channel. At 300 K the integral gives $J=2.9$ A/cm$^2$. The attraction of the electron to its image in the metal lowers and thins the barrier; including it with the static permittivity raises the result to 6.3 A/cm$^2$.

For a gate 1 µm long, leaking uniformly, these values correspond to 0.029 and 0.063 mA per mm of gate width. They are only a rough guide, because mass, barrier height and field all enter the exponent of the transmission. Without the image force, lowering the Schottky barrier by 0.1 eV raises the result from 2.9 to 27 A/cm$^2$, and raising it by 0.1 eV reduces the result to 0.27 A/cm$^2$. One mass has been used for both metal and semiconductor, and leakage through defects is left out. The WKB form also omits the prefactor from matching the wave at the metal: an exact solution of the same triangular barrier gives 3.3 to 5.4 A/cm$^2$ in place of 2.9 for metal Fermi energies from 10 down to 2 eV. With a high-frequency relative permittivity of about 5.2 in the image term, 6.3 becomes about 10 A/cm$^2$. Leakage does not enter the electrostatic threshold, but it can hide the last part of the fall in channel current.

### (g) Compare the model with a real device. Which omissions matter most?

**Answer.** The data are roughly typical of an AlGaN/GaN transistor with about a fifth of the barrier's gallium replaced by aluminium. A threshold a few volts below zero is usual for such a device with a plain Schottky gate. Many real devices break the assumption of a charge-free channel layer, because that layer is made insulating with deep acceptors. For the rough values of part (e) this moves the threshold by about $+0.2$ V. Uncertainty in $\sigma$ can matter more: at fixed thickness, a 10% increase moves the threshold by $-0.1\times4.02=-0.40$ V. The value $-3.3$ V thus belongs to the stated inputs; for a real device with such an uncertainty in $\sigma$, even its second digit is not secure.

Temperature has a small effect within the model. Between 300 K and 450 K the extrapolated threshold without buffer charge changes by $-0.025$ V, with $\phi_B$, $\Delta E_c$ and $\sigma$ held fixed. Their own changes with temperature, and the slow charging of traps, are not included.

The barrier field of 2.01 MV/cm is 0.67 of a rough breakdown field of 3 MV/cm. This margin applies under the middle of the gate at zero drain voltage. A drain voltage adds field at the gate edge, where this one-dimensional calculation no longer applies. Neither breakdown nor leakage in an operating transistor can be judged from the threshold formula alone.

Most of the values used here are collected in the numerical output.

## Table of computed values

```
Barrier thickness: 20.0 nm
Barrier relative permittivity: 9.0
Net bound interface charge / e: 1.00e+13 cm^-2
Schottky barrier: 1.00 eV
Conduction-band offset: 0.30 eV
Bound interface charge: 1.602 uC/cm2
Barrier field at threshold: 2.011 MV/cm
Voltage across barrier at threshold: 4.021 V
Threshold, formula: -3.321 V
Threshold, numerical Poisson: -3.321 V
Threshold change for 1 nm more barrier: -0.201 V
Thickness for zero threshold: 3.48 nm
Charge near metal / e (rough input): -3.0e+13 cm^-2
Its shift at 0.2 nm from metal: +0.121 V
Its shift at 0.4 nm from metal: +0.241 V
Electron mass (rough input): 0.20 m_e
Buffer permittivity (rough input): 10.0
Simulated buffer depth: 60 nm
Density at zero gate, linear law: 8.26e+12 cm^-2
Density at zero gate, self-consistent: 7.33e+12 cm^-2
E_F - E_c at interface, zero gate: 0.375 eV
Density at formula threshold: 1.71e+11 cm^-2
Density 0.3 V below threshold: 1.13e+08 cm^-2
Extrapolated threshold, 300 K: -3.261 V
Its shift from the formula: +0.061 V
Extrapolated threshold, 450 K: -3.286 V
Its change from 300 K to 450 K: -0.025 V
Buffer acceptors (rough input): 1.0e+16 cm^-3
Buffer band bending (rough input): 2.5 V
Buffer depletion charge / e: 5.26e+11 cm^-2
Buffer shift, electrostatic formula: +0.211 V
Buffer shift, self-consistent: +0.233 V
Extrapolated threshold with buffer charge: -3.027 V
Tunnelling length at metal Fermi level: 4.97 nm
WKB transmission there, no image force: 2.52e-07
Gate leakage, 300 K, no image force: 2.9 A/cm2
Gate leakage, 300 K, with image force: 6.3 A/cm2
Same, 1 um gate, no image: 0.029 mA/mm
Same, 1 um gate, with image: 0.063 mA/mm
Breakdown field (rough input): 3.0 MV/cm
Barrier field / breakdown field: 0.67
```
